# Lever arm of a silicon quantum dot from a Coulomb peak: test program

```python
"""
Result under test: a thermally broadened Coulomb peak of one non-degenerate
level has full half-maximum width 4 ln(1+sqrt 2) kT in energy, hence
    alpha = 4 ln(1+sqrt 2) kT / W.
alpha: lever arm (eV/V), W: width in gate voltage (mV), kT: thermal energy (meV).
x: lowest level energy minus mean Fermi energy, in units of kT.
Rate equations, a coherent level and a simulated gate trace test the result.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def fermi(x):
    return expit(-x)


def full_width(curve, center=0.0, unit=1.0):
    """Full width at half maximum of a single peak near center."""
    best = minimize_scalar(lambda s: -curve(s), method="bounded",
                           bounds=(center - 6*unit, center + 6*unit),
                           options={"xatol": 1e-9*unit})
    peak, half = best.x, -best.fun/2
    left = brentq(lambda s: curve(s) - half, peak - 20*unit, peak)
    right = brentq(lambda s: curve(s) - half, peak, peak + 20*unit)
    return right - left


def dot_current(x, offsets=(0.0,), bias=1e-3):
    """Stationary current: empty dot plus one-electron states, equal rates.

    offsets: state energies above the lowest one; bias: eV; both in kT.
    """
    energy = x + np.array(offsets)
    fill_left = fermi(energy - bias/2)
    fill_right = fermi(energy + bias/2)
    fill = fill_left + fill_right
    empty = 2 - fill
    size = len(energy) + 1
    rates = np.zeros((size, size))
    rates[1:, 0] = fill
    rates[0, 1:] = empty
    rates -= np.diag(rates.sum(axis=0))
    rates[0, :] = 1.0                      # replace one row by normalization
    target = np.zeros(size)
    target[0] = 1.0
    prob = np.linalg.solve(rates, target)
    return np.sum(fill_left*prob[0] - (1 - fill_left)*prob[1:])


energy_grid = np.linspace(-80, 80, 8001)
grid_step = energy_grid[1] - energy_grid[0]


def dense_dot_current(x, bias=1e-3):
    """Dot with a continuum of levels in internal thermal equilibrium."""
    dot = fermi(energy_grid - x)
    dot_free = fermi(x - energy_grid)
    fill, empty = [], []
    for mu in (bias/2, -bias/2):
        fill.append(np.sum(fermi(energy_grid - mu)*dot_free)*grid_step)
        empty.append(np.sum(fermi(mu - energy_grid)*dot)*grid_step)
    p_empty = sum(empty)/(sum(fill) + sum(empty))
    return fill[0]*p_empty - empty[0]*(1 - p_empty)


def coherent_conductance(x, gamma, points=200000):
    """Thermal average over a Lorentzian level of full width gamma (in kT)."""
    angle = ((np.arange(points) + 0.5)/points - 0.5)*np.pi
    energy = x + 0.5*gamma*np.tan(angle)
    return np.mean(expit(energy)*expit(-energy))


# Given data and rough values for a silicon dot at the Si/SiO2 interface
temperature = 1.0          # K
gate_width = 3.0           # mV
charging = 5.0             # meV
valleys = (0.1, 0.3, 0.6)  # meV
lifetime = 5.0e-3          # meV
bias_energy = 50.0e-3      # meV
hot_temperature = 1.1      # K

kT = const.k*temperature/const.e*1e3
factor = 4*np.log(1 + np.sqrt(2))
alpha = factor*kT/gate_width


def implied_alpha(width_in_kT):
    return width_in_kT*kT/gate_width


# Line shape and width from the rate equations
for x in (-3.0, -1.0, 0.0, 0.7, 2.5):
    ratio = dot_current(x)/dot_current(0.0)
    assert abs(ratio - np.cosh(x/2)**-2) < 1e-6
width_single = full_width(dot_current)
assert abs(width_single - factor) < 1e-5

# Coherent level: same width in the narrow-level limit
width_narrow = full_width(lambda x: coherent_conductance(x, 1e-3))
assert abs(width_narrow/factor - 1) < 1e-3   # correction is of order gamma/kT

# Degenerate states: closed form against the rate equations
width_degenerate = {}
for g in (2, 4):
    width_degenerate[g] = full_width(lambda x: dot_current(x, (0.0,)*g))
    closed = 2*np.arccosh(2 + (1 + g)/(2*np.sqrt(g)))
    assert abs(width_degenerate[g] - closed) < 1e-5

# Dense levels: x/sinh(x) against integrated tunnel rates
width_dense = full_width(dense_dot_current)
half_dense = brentq(lambda x: x/np.sinh(x) - 0.5, 0.5, 5)
assert abs(width_dense - 2*half_dense) < 1e-5

# Gate trace from the capacitance energy, using the inferred lever arm
total_cap = const.e**2/(charging*1e-3*const.e)
gate_cap = alpha*total_cap


def addition_energy(gate_mV):
    """U(1)-U(0) in meV for a gate voltage in mV."""
    induced = gate_cap*gate_mV*1e-3
    energy = [(n*const.e - induced)**2/(2*total_cap) for n in (0, 1)]
    return (energy[1] - energy[0])/const.e*1e3


slope = (addition_energy(30.0) - addition_energy(20.0))/10.0
assert abs(slope + alpha) < 1e-10
peak_gate = brentq(addition_energy, 0.0, 200.0)
trace_width = full_width(lambda v: dot_current(addition_energy(v)/kT),
                         peak_gate, kT/alpha)
assert abs(trace_width - gate_width) < 1e-4
assert round(alpha, 2) == 0.10

# Neglected effects
valley_width = {}
for split in valleys:
    d = split/kT
    valley_width[split] = full_width(
        lambda x: dot_current(x, (0.0, 0.0, d, d)))
far_valley = full_width(lambda x: dot_current(x, (0.0, 0.0, 40.0, 40.0)))
assert abs(far_valley - width_degenerate[2]) < 1e-5
width_life = full_width(lambda x: coherent_conductance(x, lifetime/kT))
width_bias = full_width(lambda x: dot_current(x, bias=bias_energy/kT))
assert width_life > factor and width_bias > factor


def show_effect(label, width):
    value = implied_alpha(width)
    change = 100*(value/alpha - 1)
    print(f"{label}: width {width:.3f} kT, "
          f"alpha {value:.4f} eV/V, change {change:+.1f} %")


print(f"Electron temperature: {temperature:.1f} K")
print(f"Measured gate width: {gate_width:.1f} mV")
print(f"Thermal energy kT: {kT:.5f} meV")
print(f"Width factor 4 ln(1+sqrt 2): {factor:.4f}")
print(f"Width factor from rate equations: {width_single:.4f}")
print(f"Width factor, coherent narrow level: {width_narrow:.4f}")
print(f"Peak width in energy: {factor*kT:.4f} meV")
print(f"Lever arm: {alpha:.4f} eV/V")
print(f"Lever arm, main result: {alpha*1e3:.0f} meV/V")
print(f"Gate width of simulated trace: {trace_width:.4f} mV")
print(f"Charging energy (rough): {charging:.1f} meV")
print(f"Charging energy over kT: {charging/kT:.1f}")
print(f"Boltzmann factor of charging energy: {np.exp(-charging/kT):.1e}")
print(f"Total capacitance: {total_cap*1e18:.1f} aF")
print(f"Gate capacitance: {gate_cap*1e18:.2f} aF")
print(f"Charging energy in gate voltage: {charging/alpha:.1f} mV")
print("Lever arm implied by the same gate width under other conditions:")
show_effect("Spin doublet", width_degenerate[2])
show_effect("Spin and valley fourfold", width_degenerate[4])
for split in valleys:
    print(f"Valley splitting {split:.1f} meV is {split/kT:.2f} kT")
    show_effect(f"Spin, valley splitting {split:.1f} meV",
                valley_width[split])
show_effect("Dense levels", width_dense)
print(f"Lifetime width: {lifetime*1e3:.1f} ueV = {lifetime/kT:.3f} kT")
show_effect("Lifetime broadening", width_life)
print(f"Bias energy: {bias_energy*1e3:.1f} ueV = {bias_energy/kT:.3f} kT")
show_effect("Finite bias, dc current peak", width_bias)
hot_alpha = alpha*hot_temperature/temperature
print(f"Electrons at {hot_temperature:.1f} K: alpha {hot_alpha:.4f} eV/V")
for width in (2.95, 3.05):
    print(f"Gate width {width:.2f} mV: alpha {factor*kT/width:.4f} eV/V")
print("all good")
```

Running it gives:

```
Electron temperature: 1.0 K
Measured gate width: 3.0 mV
Thermal energy kT: 0.08617 meV
Width factor 4 ln(1+sqrt 2): 3.5255
Width factor from rate equations: 3.5255
Width factor, coherent narrow level: 3.5262
Peak width in energy: 0.3038 meV
Lever arm: 0.1013 eV/V
Lever arm, main result: 101 meV/V
Gate width of simulated trace: 3.0000 mV
Charging energy (rough): 5.0 meV
Charging energy over kT: 58.0
Boltzmann factor of charging energy: 6.3e-26
Total capacitance: 32.0 aF
Gate capacitance: 3.24 aF
Charging energy in gate voltage: 49.4 mV
Lever arm implied by the same gate width under other conditions:
Spin doublet: width 3.568 kT, alpha 0.1025 eV/V, change +1.2 %
Spin and valley fourfold: width 3.694 kT, alpha 0.1061 eV/V, change +4.8 %
Valley splitting 0.1 meV is 1.16 kT
Spin, valley splitting 0.1 meV: width 3.766 kT, alpha 0.1082 eV/V, change +6.8 %
Valley splitting 0.3 meV is 3.48 kT
Spin, valley splitting 0.3 meV: width 3.678 kT, alpha 0.1056 eV/V, change +4.3 %
Valley splitting 0.6 meV is 6.96 kT
Spin, valley splitting 0.6 meV: width 3.572 kT, alpha 0.1026 eV/V, change +1.3 %
Dense levels: width 4.355 kT, alpha 0.1251 eV/V, change +23.5 %
Lifetime width: 5.0 ueV = 0.058 kT
Lifetime broadening: width 3.564 kT, alpha 0.1024 eV/V, change +1.1 %
Bias energy: 50.0 ueV = 0.580 kT
Finite bias, dc current peak: width 3.555 kT, alpha 0.1021 eV/V, change +0.8 %
Electrons at 1.1 K: alpha 0.1114 eV/V
Gate width 2.95 mV: alpha 0.1030 eV/V
Gate width 3.05 mV: alpha 0.0996 eV/V
all good
```
